# Steady hydrogen coverage for two-site silane adsorption and first-order hydrogen loss, part 1

(Sections cited here and not found follow in the second part.)

## 1. Steady coverage, sticking and growth

### Result

Let silane strike a growing surface with flux $F$, and let each adsorbed molecule need two empty sites whose occupations are statistically independent. If adsorbed hydrogen is lost at a rate proportional to its coverage $\theta$, the steady coverage satisfies

$$a\theta^2-(2a+1)\theta+a=0,\qquad a=\frac{4S_0F}{Nk}. \tag{1}$$

The root that lies between zero and one is

$$\theta=1-\frac{2}{1+s}=\frac{s-1}{s+1},\qquad s=\sqrt{1+4a}. \tag{2}$$

Here $N$ is the number of hydrogen sites per area, and $\theta$ is the fraction of them that is filled. The bare-surface sticking probability $S_0$ is the probability that a silane molecule striking a hydrogen-free surface reacts and stays. The constant $k$ is the first-order rate constant of hydrogen loss. The dimensionless number $a$ compares the rate at which hydrogen would be supplied to an empty surface, $4S_0F$, with the rate at which a full surface would lose it, $Nk$.

### Assumptions and counting conventions

The net reaction of an adsorbed silane molecule is taken to be

$$\mathrm{SiH_4(gas)}\longrightarrow \mathrm{Si(film)}+4\,\mathrm{H(adsorbed)}.$$

The first dissociation produces an adsorbed fragment such as $\mathrm{SiH_3}$, which must then lose its remaining hydrogen to the surface. This later decomposition is assumed to be fast, so that the fragments occupy a negligible share of the sites. The factor 4 in $a$ counts all the hydrogen delivered by one molecule. It is not the number of sites that the molecule needs in order to react, which is two.

The site density $N$ is constant. Growth buries old sites, but the new layer offers the same number, and the hydrogen stays at the surface instead of being buried. No other process supplies or removes hydrogen. The parameters $S_0$ and $k$ may depend on temperature, but not on coverage.

The constant $k$ counts hydrogen atoms. With the silane turned off,

$$\frac{d\theta}{dt}=-k\theta. \tag{3}$$

The surface then loses $Nk\theta$ hydrogen atoms per area and time. Since each hydrogen molecule carries two atoms, the molecular desorption rate is $Nk\theta/2$. A rate constant defined through a different count must be converted before it is used in $a$.

Independence of the two sites is a separate assumption. The mere fact that two sites are needed does not provide it. If the probability that one site is empty is $1-\theta$, the probability that two are empty is

$$P_{\mathrm{ee}}=(1-\theta)(1-\theta)=(1-\theta)^2 \tag{4}$$

when the state of one site carries no information about the other. If the sites are correlated, the product must be replaced by the true pair probability. The second half gives a surface model in which (4) and first-order loss hold together, and shows what correlations do.

### The hydrogen balance

Of the $F$ molecules that arrive per area and time, a fraction $S_0(1-\theta)^2$ reacts. The sticking probability at coverage $\theta$ is therefore

$$S=S_0(1-\theta)^2. \tag{5}$$

Each reacting molecule delivers four hydrogen atoms, so the supply per area and time is $4S_0F(1-\theta)^2$. The loss is $Nk\theta$. The number of adsorbed hydrogen atoms per area is $N\theta$, and its rate of change is supply minus loss:

$$N\frac{d\theta}{dt}=4S_0F(1-\theta)^2-Nk\theta. \tag{6}$$

Division by $N$, followed by taking out the factor $k$, gives

$$\frac{d\theta}{dt}=k\left[a(1-\theta)^2-\theta\right]. \tag{7}$$

In the steady state the left side is zero, and hence

$$a(1-\theta)^2=\theta. \tag{8}$$

Expanding the square gives $a-2a\theta+a\theta^2=\theta$. Moving $\theta$ to the left and collecting the two linear terms gives (1). The quadratic term comes from the two-site requirement. The linear term contains both the cross term of the square, $-2a\theta$, and the first-order loss, $-\theta$.

### Choosing the root

For $a>0$ the discriminant of (1) is

$$(2a+1)^2-4a^2=4a^2+4a+1-4a^2=1+4a=s^2,$$

which is positive. The two roots are therefore real:

$$\theta_\pm=\frac{2a+1\pm s}{2a}. \tag{9}$$

Their product is the constant coefficient divided by the quadratic coefficient, $a/a=1$. Their sum is $(2a+1)/a=2+1/a$, which exceeds 2. Both roots are thus positive, and they are reciprocals of each other. They cannot both equal one, because their sum would then be 2. One root therefore lies below one and the other above it. A coverage cannot exceed one, so the lower sign is the physical choice.

A form without subtraction of nearly equal numbers follows from the empty fraction $u=1-\theta$. Equation (8) becomes $au^2=1-u$, or

$$au^2+u-1=0.$$

Its positive root is $u=(s-1)/(2a)$. Multiplying numerator and denominator by $s+1$ and using $s^2-1=4a$ gives

$$u=\frac{s^2-1}{2a(s+1)}=\frac{4a}{2a(s+1)}=\frac{2}{1+s}. \tag{10}$$

This establishes (2). For computation at small coverage, the subtraction $1-u$ should also be avoided. Equation (8) says $\theta=au^2$, so

$$\theta=\frac{4a}{(1+s)^2}. \tag{11}$$

Equations (10) and (11) give the empty and filled fractions with small relative rounding error in both regimes. They also give $u=1$ and $\theta=0$ at $a=0$, where (9) would require a division by zero. If $k=0$ while $S_0F>0$, the parameter $a$ is infinite. The only steady coverage is then $\theta=1$, because the supply in (6) vanishes nowhere else.

### Weak and strong hydrogen supply

For $a\ll1$ most sites are empty. Equation (8) gives $\theta\approx a$ at leading order. Inserting this in the square and keeping terms through second order gives

$$\theta\approx a(1-2a)=a-2a^2. \tag{12}$$

The first term describes adsorption on a bare surface. The second describes the loss of sticking caused by the small hydrogen coverage: each of the two sites contributes one reduction by $\theta$, which is the origin of the factor 2.

For $a\gg1$, we expand the square root in $u=(s-1)/(2a)$:

$$s=2\sqrt a\sqrt{1+\frac{1}{4a}}\approx2\sqrt a\left(1+\frac{1}{8a}\right).$$

It follows that

$$1-\theta\approx a^{-1/2}-\frac{1}{2a}+\frac{1}{8}a^{-3/2}. \tag{13}$$

The leading term can be read directly from (8). Near saturation the right side is close to one, so the square of the empty fraction must be close to $1/a$. To halve a small empty fraction, the supply must therefore be raised about fourfold.

The change between the regimes has no sharp threshold. Solving (8) for $a$ gives

$$a=\frac{\theta}{(1-\theta)^2}, \tag{14}$$

so half coverage requires $a=0.5/0.25=2$. The value $a=1$ does not mark half coverage in this two-site law.

### Sticking and film growth

The steady sticking probability follows from (5) and (10):

$$S=S_0u^2=\frac{4S_0}{(1+s)^2}. \tag{15}$$

Each molecule that reacts leaves one silicon atom. The growth rate $G$, expressed as silicon atoms per area and time, is therefore

$$G=SF=S_0Fu^2=\frac{Nk\theta}{4}. \tag{16}$$

The last equality is the steady hydrogen balance divided by four. It holds only after the coverage has become steady, while $G=SF$ also holds during a transient under the assumption of fast fragment decomposition.

At small $a$, $G\approx S_0F$, and growth is limited by the supply of silane. At large $a$, $G$ approaches

$$G_{\max}=\frac{Nk}{4}. \tag{17}$$

Growth then waits for hydrogen to leave. The ceiling contains neither $F$ nor $S_0$, because the coverage adjusts until adsorption matches the rate at which sites are released. By (16), the ratio $G/G_{\max}$ equals $\theta$. The relative shortfall from the ceiling is thus $u$, which decreases only as $a^{-1/2}$ at leading order.

### Reaction order and sensitivity

The local reaction order in silane flux is $d\ln G/d\ln F$, with $S_0$, $N$ and $k$ fixed. Under these conditions $G$ is proportional to $\theta$, and $a$ is proportional to $F$. The order is therefore $d\ln\theta/d\ln a$. Taking the logarithm of (8) gives

$$\ln\theta=\ln a+2\ln(1-\theta).$$

The differential is

$$\frac{d\theta}{\theta}=\frac{da}{a}-\frac{2\,d\theta}{1-\theta}.$$

Moving the last term to the left and combining the fractions gives

$$\frac{1+\theta}{\theta(1-\theta)}\,d\theta=\frac{da}{a}.$$

The reaction order is consequently

$$n_F=\frac{d\ln\theta}{d\ln a}=\frac{1-\theta}{1+\theta}=\frac1s. \tag{18}$$

The last step uses $1-\theta=2/(1+s)$ and $1+\theta=2s/(1+s)$. The order falls continuously from one on an almost empty surface towards zero on an almost full one. A fractional order over a limited flux range therefore does not require a separate fractional-order reaction step.

The same derivative gives the effect of small changes in all parameters. Since $G=Nk\theta/4$ and $a=4S_0F/(Nk)$,

$$\delta\ln G=\frac1s\,\delta\ln(S_0F)+\left(1-\frac1s\right)\delta\ln(Nk). \tag{19}$$

The two weights add to one. At low coverage the uncertainty of $S_0F$ dominates if the relative uncertainties are comparable. At high coverage that of $Nk$ dominates.

Equation (19) also determines the apparent activation energy at fixed $F$ and $N$. Let $\beta$ be the inverse thermal energy. If $S_0\propto e^{-\beta E_{\mathrm a}}$ and $k\propto e^{-\beta E_{\mathrm d}}$ with constant prefactors, differentiation with respect to $-\beta$ gives

$$E_{\mathrm{app}}=\frac{E_{\mathrm a}}{s}+\left(1-\frac1s\right)E_{\mathrm d}. \tag{20}$$

This is a local slope. Because $s$ itself changes with temperature, a plot of $\ln G$ against $\beta$ is in general curved.

Equation (14) can be used to infer $a$ from a known coverage, but the result is sensitive near saturation. Inverting (18) gives $\delta\ln a=s\,\delta\ln\theta$. A small relative error in coverage is multiplied by $s$, which is large when the surface is nearly full.

### When fragments or changing coefficients matter

Neglect of fragments can fail near saturation even if their decomposition is fast on a bare surface. As a simple estimate, suppose that a fragment occupies one site and needs one empty neighbouring site to decompose. Let its coverage be $\phi$ and its decomposition rate be $k_{\mathrm f}u$. Balancing fragment production and removal gives

$$S_0Fu^2=Nk_{\mathrm f}\phi u,\qquad \phi=ru,\qquad r=\frac{S_0F}{Nk_{\mathrm f}}=\frac{ak}{4k_{\mathrm f}}.$$

Here $u$ is still the empty fraction, so that $\theta+\phi+u=1$. Each reacting molecule still delivers four hydrogen atoms in the end, so the steady hydrogen balance remains $\theta=au^2$. The site count then becomes

$$au^2+(1+r)u-1=0.$$

Let $\delta u$ be the small change of $u$ from its value (10) without fragments. To first order, $(2au+1)\,\delta u=-ru$. Since $u=(s-1)/(2a)$ gives $2au+1=s$, the relative change is $\delta u/u=-r/s$. Fragments therefore leave the number of empty sites nearly unchanged when $r\ll s$, or

$$k_{\mathrm f}\gg\frac{ak}{4s}. \tag{21}$$

Because $a/s$ increases with $a$, the condition becomes harder to meet as the flux rises. If it is violated, the sites held by fragments must be included in the balance, and (1) no longer holds.

If $S_0$ or $k$ depends on coverage, the steady condition is still supply equal to loss, but it is not in general quadratic. For constant $S_0$ and a continuous loss rate $k(\theta)\theta$ that does not decrease with coverage and is positive at $\theta=1$, there is still one steady coverage. The supply decreases strictly from $4S_0F$ to zero as $\theta$ rises from zero to one, while the loss starts at zero and does not decrease. The two curves therefore cross once. A bracketed numerical root search on $0\leq\theta\leq1$ then replaces (2).

## 2. Relaxation, site independence and numerical example

### Quantities carried over

The hydrogen coverage is $\theta$, the empty fraction is $u=1-\theta$, the silane flux is $F$, and the site density is $N$. The bare-surface sticking probability is $S_0$, and $k$ is the first-order rate constant for loss of hydrogen atoms. With $a=4S_0F/(Nk)$ and $s=\sqrt{1+4a}$, the first half gives

$$\frac{d\theta}{dt}=k[a(1-\theta)^2-\theta],\qquad \theta_*=\frac{s-1}{s+1}. \tag{22}$$

The star denotes the steady value where it must be distinguished from a changing coverage. The steady empty fraction is $u_*=2/(1+s)$. The steady growth rate is $G=Nk\theta_*/4$, and its order in flux is $1/s$.

This part has derived the steady hydrogen coverage, the sticking probability and the growth rate for silane that needs two independent empty sites. What remains is the approach to the steady state, a surface model in which independent sites and first-order loss hold together, the effect of correlations, and a numerical example.
